# Threshold Shift of a Charge-Trap Transistor as a Permittivity-Weighted Moment: verification in Python

```python
"""Threshold shift of a charge-trap transistor.

Result under test: dV_T = - integral of rho(x) * s(x) dx over the insulator,
with s(x) = integral from the gate (0) to x of dx'/eps(x').
rho: trapped charge density; eps: permittivity; x: distance from the gate.
The formula is compared with threshold voltages found from a nonlinear
Poisson-Boltzmann solution of insulator and semiconductor together.
Lengths are in nm; s_rel(x) = eps0*s(x) is an effective distance in nm.
"""
import numpy as np
from scipy.constants import e, epsilon_0, k
from scipy.integrate import quad
from scipy.linalg import solve_banded
from scipy.optimize import brentq

NM = 1e-9
T_BLOCK, T_TRAP, T_TUNNEL = 7.0, 6.0, 3.0
EPS_BLOCK, EPS_TRAP, EPS_TUNNEL, EPS_SEMI = 4.0, 8.0, 4.0, 12.0
TEMPERATURE = 300.0
ACCEPTORS, INTRINSIC = 1e23, 1e16      # per m^3
N_TRAPPED = 5e16                       # electrons per m^2
A = T_BLOCK                            # gate-side edge of trap layer
B = T_BLOCK + T_TRAP                   # channel-side edge of trap layer
D = B + T_TUNNEL                       # semiconductor surface

vt = k * TEMPERATURE / e
holes0 = ACCEPTORS / 2 + np.sqrt(ACCEPTORS**2 / 4 + INTRINSIC**2)
electrons0 = INTRINSIC**2 / holes0
psi_threshold = 2 * vt * np.log(ACCEPTORS / INTRINSIC)

# Grid: uniform in the insulator, stretched in the semiconductor.
N_INS = 320
x_ins = np.linspace(0, D, N_INS + 1)
u = np.linspace(0, 1, 401)
x = np.concatenate([x_ins, (D + 400 * np.sinh(5 * u) / np.sinh(5))[1:]])
h = np.diff(x)
mid = (x[1:] + x[:-1]) / 2


def cells_to_nodes(cell_values):
    nodes = np.zeros(len(x))
    nodes[:-1] += cell_values / 2
    nodes[1:] += cell_values / 2
    return nodes


semi_volume = cells_to_nodes(np.where(mid > D, h, 0.0)) * NM
mid_ins = mid[:N_INS]
eps_layers = np.where(mid_ins < A, EPS_BLOCK,
                      np.where(mid_ins < B, EPS_TRAP, EPS_TUNNEL))
no_charge = np.zeros(len(x))


def semi_density(phi):
    """Charge density of the semiconductor in C/m^3."""
    return e * (holes0 * np.expm1(-phi / vt)
                - electrons0 * np.expm1(phi / vt))


def solve_potential(v_gate, eps_ins, trapped):
    """Damped Newton minimisation of the convex electrostatic functional."""
    eps = np.concatenate([eps_ins, np.full(len(h) - N_INS, EPS_SEMI)])
    g = eps * epsilon_0 / (h * NM)
    vol = semi_volume[N_INS:]

    def functional(phi):
        p = phi[N_INS:]
        carriers = (holes0 * (vt * np.expm1(-p / vt) + p)
                    + electrons0 * (vt * np.expm1(p / vt) - p))
        return (np.sum(g * np.diff(phi)**2) / 2 - np.sum(trapped * phi)
                + e * np.sum(vol * carriers))

    phi = np.zeros(len(x))
    phi[0] = v_gate
    with np.errstate(over="ignore"):
        for _ in range(300):
            source = trapped.copy()
            source[N_INS:] += vol * semi_density(phi[N_INS:])
            stiff = np.zeros(len(x))
            p = phi[N_INS:]
            stiff[N_INS:] = vol * e / vt * (holes0 * np.exp(-p / vt)
                                            + electrons0 * np.exp(p / vt))
            gradient = -np.diff(g * np.diff(phi)) - source[1:-1]
            bands = np.zeros((3, len(x) - 2))
            bands[0, 1:] = -g[1:-1]
            bands[1] = g[:-1] + g[1:] + stiff[1:-1]
            bands[2, :-1] = -g[1:-1]
            step = np.zeros(len(x))
            step[1:-1] = solve_banded((1, 1), bands, -gradient)
            size = np.max(np.abs(step))
            t, start = 1.0, functional(phi)
            while t * size > 1e-3 and functional(phi + t * step) > start:
                t /= 2
            phi = phi + t * step
            if size < 1e-8:
                return phi
    raise RuntimeError("Poisson solver did not converge")


def threshold(eps_ins, trapped):
    return brentq(lambda v: solve_potential(v, eps_ins, trapped)[N_INS]
                  - psi_threshold, -2.0, 8.0, xtol=1e-10)


def inversion(phi):
    """Electrons per m^2 in the semiconductor."""
    p = phi[N_INS:]
    return np.sum(semi_volume[N_INS:] * electrons0 * np.exp(p / vt))


def trapped_nodes(profile, lo, hi):
    """Node charges for N_TRAPPED electrons spread as profile on lo..hi."""
    norm = quad(profile, lo, hi)[0]
    inside = (mid > lo) & (mid < hi)
    cells = np.zeros(len(h))
    cells[inside] = profile(mid[inside]) * h[inside] / norm
    return cells_to_nodes(-e * N_TRAPPED * cells)


def s_rel(pos):
    edges = [0.0, A, B, D]
    sums = np.cumsum([0.0, T_BLOCK / EPS_BLOCK, T_TRAP / EPS_TRAP,
                      T_TUNNEL / EPS_TUNNEL])
    return np.interp(pos, edges, sums)


def average(profile, weight, lo, hi):
    return (quad(lambda y: profile(y) * weight(y), lo, hi)[0]
            / quad(profile, lo, hi)[0])


def shift_formula(profile, s_function, lo, hi):
    return (e * N_TRAPPED * NM / epsilon_0
            * average(profile, s_function, lo, hi))


def uniform(y):
    return 1.0 + 0.0 * y


DECAY = 2.0


def crowded(y):
    return np.exp((y - B) / DECAY)


# Uncharged cell and the gate equation V_G = psi_s - Q_s/C.
cap = epsilon_0 / (s_rel(D) * NM)
vt_neutral = threshold(eps_layers, no_charge)
phi_neutral = solve_potential(vt_neutral, eps_layers, no_charge)
q_semi = np.sum(semi_volume * np.where(
    x >= D - 1e-9, semi_density(np.where(x >= D - 1e-9, phi_neutral, 0)), 0))
assert abs(vt_neutral - (psi_threshold - q_semi / cap)) < 1e-6

# Distributed charge: full solution against the moment formula.
q_uniform = trapped_nodes(uniform, A, B)
q_crowded = trapped_nodes(crowded, A, B)
vt_uniform = threshold(eps_layers, q_uniform)
vt_crowded = threshold(eps_layers, q_crowded)
f_uniform = shift_formula(uniform, s_rel, A, B)
f_crowded = shift_formula(crowded, s_rel, A, B)
assert abs(vt_uniform - vt_neutral - f_uniform) < 1e-6
# The crowded profile carries the second-order error of the cell sums.
assert abs(vt_crowded - vt_neutral - f_crowded) < 2e-4

# Weighting each charge by its local permittivity must fail.
f_local = shift_formula(uniform, lambda y: y / EPS_TRAP, A, B)
assert abs(vt_uniform - vt_neutral - f_local) > 0.3

# Sheets of 1e12 electrons per cm^2 at several depths.
sheet_rows = []
for position in (A, (A + B) / 2, B, D):
    q_sheet = no_charge.copy()
    q_sheet[np.argmin(np.abs(x - position))] = -e * 1e16
    solved = threshold(eps_layers, q_sheet) - vt_neutral
    formula = e * 1e16 * s_rel(position) * NM / epsilon_0
    assert abs(solved - formula) < 1e-6
    sheet_rows.append((position, s_rel(position), solved))

# Same total and centroid in one layer: same shift.
q_centre = no_charge.copy()
i_centre = np.argmin(np.abs(x - (A + B) / 2))
q_centre[i_centre] = -e * N_TRAPPED
assert abs(threshold(eps_layers, q_centre) - vt_uniform) < 1e-6

# Continuously graded permittivity, charge throughout the insulator.


def eps_graded(y):
    return 4 + 4 * np.sin(np.pi * y / D)**2


def s_graded(y):
    return quad(lambda z: 1 / eps_graded(z), 0, y)[0]


def parabola(y):
    return y**2


eps_cells = eps_graded(mid_ins)
solved_graded = (threshold(eps_cells, trapped_nodes(parabola, 0, D))
                 - threshold(eps_cells, no_charge))
f_graded = shift_formula(parabola, s_graded, 0, D)
assert abs(solved_graded - f_graded) < 2e-4

# Rigid shift: equal semiconductor state at gate voltages f_uniform apart.
rigid_rows = []
for v in (0.5, 1.0, 1.5, 2.5):
    before = solve_potential(v, eps_layers, no_charge)
    after = solve_potential(v + f_uniform, eps_layers, q_uniform)
    assert abs(before[N_INS] - after[N_INS]) < 1e-6
    assert abs(inversion(after) / inversion(before) - 1) < 1e-4
    rigid_rows.append((v, before[N_INS], after[N_INS]))

# Image charge on the channel side with both electrodes grounded.
g_ins = eps_layers * epsilon_0 / (h[:N_INS] * NM)
matrix = (np.diag(g_ins[:-1] + g_ins[1:]) - np.diag(g_ins[1:-1], 1)
          - np.diag(g_ins[1:-1], -1))
phi_plates = np.linalg.solve(matrix, q_centre[1:N_INS])
image = -g_ins[-1] * phi_plates[-1]
image_fraction = image / (e * N_TRAPPED)
assert abs(image_fraction - s_rel((A + B) / 2) / s_rel(D)) < 1e-8
assert abs(image / cap - (vt_uniform - vt_neutral)) < 1e-6

# Reading both states at one gate voltage.
V_READ = 2.5
read_neutral = inversion(solve_potential(V_READ, eps_layers, no_charge))
read_charged = inversion(solve_potential(V_READ, eps_layers, q_uniform))
assert vt_neutral < V_READ < vt_uniform and read_neutral > read_charged

print(f"blocking, trap, tunnel thickness: {T_BLOCK}, {T_TRAP}, {T_TUNNEL} nm")
print(f"relative permittivities: {EPS_BLOCK}, {EPS_TRAP}, {EPS_TUNNEL}")
print(f"semiconductor relative permittivity: {EPS_SEMI}")
print(f"acceptor density: {ACCEPTORS * 1e-6:.1e} cm^-3")
print(f"intrinsic density: {INTRINSIC * 1e-6:.1e} cm^-3")
print(f"temperature: {TEMPERATURE:.0f} K, thermal voltage: {vt:.5f} V")
print(f"trapped electrons: {N_TRAPPED * 1e-4:.1e} cm^-2")
print(f"trapped charge magnitude: {e * N_TRAPPED:.4e} C/m^2")
print(f"effective distance gate to channel: {s_rel(D):.4f} nm")
print(f"stack capacitance: {cap:.4e} F/m^2")
print(f"surface potential at threshold: {psi_threshold:.4f} V")
print(f"semiconductor charge at threshold: {q_semi:.4e} C/m^2")
print(f"voltage -Q_s/C at threshold: {-q_semi / cap:.4f} V")
print(f"threshold, uncharged: {vt_neutral:.4f} V")
print(f"uniform: mean effective distance: "
      f"{average(uniform, s_rel, A, B):.4f} nm")
print(f"uniform: threshold, full solution: {vt_uniform:.4f} V")
print(f"uniform: shift, full solution: {vt_uniform - vt_neutral:.4f} V")
print(f"uniform: shift, moment formula: {f_uniform:.4f} V")
print(f"uniform: shift, wrong local-permittivity rule: {f_local:.4f} V")
print(f"crowded: decay length: {DECAY} nm")
print(f"crowded: centroid from gate: "
      f"{average(crowded, lambda y: y, A, B):.4f} nm")
print(f"crowded: mean effective distance: "
      f"{average(crowded, s_rel, A, B):.4f} nm")
print(f"crowded: shift, full solution: {vt_crowded - vt_neutral:.4f} V")
print(f"crowded: shift, moment formula: {f_crowded:.4f} V")
print(f"crowded minus uniform, formula: {f_crowded - f_uniform:.4f} V")
for position, distance, solved in sheet_rows:
    print(f"sheet 1e12 cm^-2 at {position:.0f} nm: effective distance "
          f"{distance:.4f} nm, shift {solved:.4f} V")
print(f"graded permittivity: shift, full solution: {solved_graded:.4f} V")
print(f"graded permittivity: shift, moment formula: {f_graded:.4f} V")
for v, psi_a, psi_b in rigid_rows:
    print(f"uncharged at {v:.1f} V: surface potential {psi_a:.4f} V; "
          f"charged at {v + f_uniform:.4f} V: {psi_b:.4f} V")
print(f"channel image fraction, sheet at mid trap layer: "
      f"{image_fraction:.4f}")
print(f"read voltage: {V_READ} V")
print(f"inversion electrons, uncharged: {read_neutral * 1e-4:.3e} cm^-2")
print(f"inversion electrons, charged: {read_charged * 1e-4:.3e} cm^-2")
print("tests ok")
```

Running it gives:

```
blocking, trap, tunnel thickness: 7.0, 6.0, 3.0 nm
relative permittivities: 4.0, 8.0, 4.0
semiconductor relative permittivity: 12.0
acceptor density: 1.0e+17 cm^-3
intrinsic density: 1.0e+10 cm^-3
temperature: 300 K, thermal voltage: 0.02585 V
trapped electrons: 5.0e+12 cm^-2
trapped charge magnitude: 8.0109e-03 C/m^2
effective distance gate to channel: 3.2500 nm
stack capacitance: 2.7244e-03 F/m^2
surface potential at threshold: 0.8334 V
semiconductor charge at threshold: -1.6845e-03 C/m^2
voltage -Q_s/C at threshold: 0.6183 V
threshold, uncharged: 1.4517 V
uniform: mean effective distance: 2.1250 nm
uniform: threshold, full solution: 3.3743 V
uniform: shift, full solution: 1.9226 V
uniform: shift, moment formula: 1.9226 V
uniform: shift, wrong local-permittivity rule: 1.1309 V
crowded: decay length: 2.0 nm
crowded: centroid from gate: 11.3144 nm
crowded: mean effective distance: 2.2893 nm
crowded: shift, full solution: 2.0712 V
crowded: shift, moment formula: 2.0713 V
crowded minus uniform, formula: 0.1486 V
sheet 1e12 cm^-2 at 7 nm: effective distance 1.7500 nm, shift 0.3167 V
sheet 1e12 cm^-2 at 10 nm: effective distance 2.1250 nm, shift 0.3845 V
sheet 1e12 cm^-2 at 13 nm: effective distance 2.5000 nm, shift 0.4524 V
sheet 1e12 cm^-2 at 16 nm: effective distance 3.2500 nm, shift 0.5881 V
graded permittivity: shift, full solution: 1.8494 V
graded permittivity: shift, moment formula: 1.8494 V
uncharged at 0.5 V: surface potential 0.2096 V; charged at 2.4226 V: 0.2096 V
uncharged at 1.0 V: surface potential 0.5226 V; charged at 2.9226 V: 0.5226 V
uncharged at 1.5 V: surface potential 0.8579 V; charged at 3.4226 V: 0.8579 V
uncharged at 2.5 V: surface potential 0.9649 V; charged at 4.4226 V: 0.9649 V
channel image fraction, sheet at mid trap layer: 0.6538
read voltage: 2.5 V
inversion electrons, uncharged: 1.511e+12 cm^-2
inversion electrons, charged: 6.195e+00 cm^-2
tests ok
```
